\section*{Density at which a second silicon subband begins to fill}

\section{Problem}

Electrons are held against a (001) silicon surface by the field of a gate. Their motion normal to the surface is quantized, while their motion along it is free. Each level of the normal motion is therefore the bottom of a two-dimensional band, called a subband.

The conduction band of silicon has six valleys. Two of them present their heavy mass to the surface normal. A heavier normal mass gives a lower confinement energy in the same well, so these two valleys supply the lowest subband. Their in-plane motion is isotropic, with mass $m=0.19$ electron masses. The bottom of the next subband lies $\Delta=0.020$ eV higher.

At zero temperature, at what electron density per unit area does this second subband begin to fill?

Both subbands are taken as parabolic and sharp, and the two valleys of the lower one as degenerate. The gap $\Delta$ is the gap at the onset density itself. This must be specified because the electrons help to shape the well, so the gap changes as the layer is filled.

The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge equal one. In these units
\begin{equation}
\Delta=7.350\times10^{-4}\ \text{hartree}.
\end{equation}

\section{First estimate by scaling}

The lower subband fills until its most energetic electrons have kinetic energy $\Delta$. Their wave number $k$ obeys $k^2/m\sim\Delta$ when numerical factors are dropped. Electrons with wave numbers up to $k$ can be packed at a spacing of about $1/k$, again apart from a numerical factor. The density is then about one electron per area $1/k^2$:
\begin{equation}
N_{\rm est}\sim k^2\sim m\Delta .
\label{eq:scaling}
\end{equation}
With the given values,
\begin{equation}
N_{\rm est}\sim0.19\times7.350\times10^{-4}
=1.4\times10^{-4}\ \text{bohr}^{-2},
\end{equation}
which is about $5\times10^{12}\ \text{cm}^{-2}$.

The argument gives the proportionality to mass and gap. It cannot give the prefactor, since it ignores the shape of the filled region in $k$ space and the number of electrons that share each wave vector.

\section{Exact solution of the model}

\subsection{Counting the electrons}

Measure energy from the bottom of the lower subband, so that
\begin{equation}
E=\frac{k^2}{2m}.
\label{eq:parabola}
\end{equation}
Take a square of side $L$ with periodic boundary conditions. Each component of $\mathbf k$ is then an integer multiple of $2\pi/L$, and one allowed wave vector occupies an area $(2\pi/L)^2$ of the $k$ plane. It holds $g_sg_v$ electrons, where $g_s=2$ counts spin and $g_v=2$ counts valleys.

At zero temperature the states fill in order of energy. By Eq.~\eqref{eq:parabola} the filled region is a disc, whose radius is called $k_F$. For a large square the number of allowed points in the disc is its area divided by the area per point, so the density is
\begin{equation}
N=\frac{1}{L^2}\,g_sg_v\,
\frac{\pi k_F^2}{(2\pi/L)^2}
=\frac{g_sg_v k_F^2}{4\pi}
=\frac{k_F^2}{\pi}.
\label{eq:disc}
\end{equation}
The last step uses $g_sg_v=4$. The highest filled energy is $E_F=k_F^2/(2m)$, hence $k_F^2=2mE_F$ and
\begin{equation}
N=D_0E_F,\qquad D_0=\frac{g_sg_vm}{2\pi}=\frac{2m}{\pi}.
\label{eq:dos}
\end{equation}
The density of states $D_0$ does not depend on energy. This is a property of a parabolic band in two dimensions.

While $E_F<\Delta$, every state of the second subband lies above the filled states and is empty. Its lowest state is reached when $E_F=\Delta$. The onset density is therefore
\begin{equation}
N_{\rm on}=D_0\Delta=\frac{2m\Delta}{\pi}.
\label{eq:onset}
\end{equation}
Neither the mass nor the degeneracy of the second subband appears, because that subband is still empty at onset.

\subsection{Numbers}

Equation~\eqref{eq:dos} gives $D_0=2\times0.19/\pi=0.12096$ in atomic units, and
\begin{equation}
N_{\rm on}=0.12096\times7.350\times10^{-4}
=8.89\times10^{-5}\ \text{bohr}^{-2}.
\end{equation}
In laboratory units,
\begin{equation}
N_{\rm on}=3.17\times10^{12}\ \text{cm}^{-2}
=3.17\times10^{-4}\ \text{\AA}^{-2}.
\end{equation}
The Fermi wave number at onset is $k_F=\sqrt{2m\Delta}=0.316\ \text{nm}^{-1}$.

The continuous disc can be compared with an explicit count. When the discrete states of a square of side 3000 nm are filled one at a time in order of energy, the first upper state is reached at $3.1744\times10^{12}\ \text{cm}^{-2}$. Equation~\eqref{eq:onset} gives $3.1748\times10^{12}\ \text{cm}^{-2}$.

\subsection{If the two valleys are split}

Suppose that one of the two lower valleys is raised by $\delta$, with $0\le\delta\le\Delta$, and that $\Delta$ is measured from the deeper one. Each valley has density of states $D_0/2$. At $E_F=\Delta$ the deeper valley is filled over an energy $\Delta$ and the other over $\Delta-\delta$, so
\begin{equation}
N_{\rm on}(\delta)=\frac{D_0}{2}\Delta+\frac{D_0}{2}(\Delta-\delta)
=D_0\left(\Delta-\frac{\delta}{2}\right).
\end{equation}
For $\delta=0$ this returns Eq.~\eqref{eq:onset}. For $\delta=\Delta$ one valley alone is filled, and the density is halved to $1.59\times10^{12}\ \text{cm}^{-2}$. A splitting of 0.001 eV would lower the onset by $\delta/(2\Delta)=2.5\%$.

\subsection{Just above the onset}

The upper subband does matter once it starts to fill. Let its density of states be $D_1$. With the gap held fixed, the total density for $E_F>\Delta$ is
\begin{equation}
N=D_0E_F+D_1(E_F-\Delta).
\end{equation}
Subtracting $N_{\rm on}=D_0\Delta$ gives
\begin{equation}
N-N_{\rm on}=(D_0+D_1)(E_F-\Delta).
\end{equation}
The upper subband holds $N_1=D_1(E_F-\Delta)$, so
\begin{equation}
N_1=\frac{D_1}{D_0+D_1}\,(N-N_{\rm on}).
\label{eq:share}
\end{equation}

There are two candidates for the upper subband. If it is the next level of the same two valleys, then $D_1=D_0$ and it takes half of the added electrons.

If it belongs to the other four valleys, its in-plane masses are $m_t=0.19$ and $m_l=0.916$. A contour at energy $\varepsilon$ above its bottom is an ellipse with semi-axes $\sqrt{2m_t\varepsilon}$ and $\sqrt{2m_l\varepsilon}$, whose area is $2\pi\varepsilon\sqrt{m_tm_l}$. Dividing by $(2\pi)^2$, multiplying by two spins and four valleys, and dividing by $\varepsilon$ gives
\begin{equation}
D_1=\frac{8\times2\pi\sqrt{m_tm_l}}{(2\pi)^2}
=\frac{4\sqrt{m_tm_l}}{\pi}.
\end{equation}
Since $m=m_t$, the ratio is $D_1/D_0=2\sqrt{m_l/m_t}=4.39$. The upper subband then takes $4.39/5.39=0.81$ of the added electrons. Filling the discrete states up to $1.5N_{\rm on}$ gives a share of 0.8143, against 0.8145 from Eq.~\eqref{eq:share}.

\section{Comparison of the two}

The scaling estimate and the exact count have the same dependence on $m$ and $\Delta$. Their ratio is a pure number:
\begin{equation}
\frac{N_{\rm on}}{N_{\rm est}}
=\frac{2m\Delta/\pi}{m\Delta}=\frac{2}{\pi}=0.64 .
\end{equation}
The estimate is thus 57\% above the exact value, relative to the exact value.

The factor can be traced. The kinetic energy is $k^2/(2m)$ rather than $k^2/m$, which multiplies $k_F^2$ by 2. The disc, with one electron per wave vector, gives $k_F^2/(4\pi)$ rather than $k_F^2$. Spin and valleys multiply the result by 4. Together,
\begin{equation}
2\times\frac{1}{4\pi}\times4=\frac{2}{\pi}.
\end{equation}
The estimate lands close because the fourfold occupation of each wave vector offsets much of the small factor $1/(4\pi)$. For one valley the ratio would be $1/\pi$, and the same estimate would be too large by a factor of about three.

\section{What temperature does to the onset}

Let $T$ denote the thermal energy, meaning the temperature times Boltzmann's constant, and let $\mu$ be the chemical potential. A subband with bottom $E_i$ and density of states $D_i$ holds
\begin{align}
N_i&=D_i\int_{E_i}^{\infty}\frac{dE}{e^{(E-\mu)/T}+1}\nonumber\\
&=D_i\left[-T\ln\!\left(1+e^{-(E-\mu)/T}\right)\right]_{E_i}^{\infty}\nonumber\\
&=D_iT\ln\!\left(1+e^{(\mu-E_i)/T}\right).
\label{eq:thermal}
\end{align}
Differentiating the bracket returns the integrand, and the bracket vanishes at the upper limit.

Hold the total density at $N_{\rm on}$ and the gap at $\Delta$. For $T\ll\Delta$ the lower subband holds $D_0\mu$, apart from an exponentially small term. The upper one must hold the remainder, $D_0(\Delta-\mu)$. With $y=(\Delta-\mu)/T$, Eq.~\eqref{eq:thermal} gives
\begin{equation}
D_0Ty=D_1T\ln(1+e^{-y})
\quad\Longrightarrow\quad
y=\frac{D_1}{D_0}\ln(1+e^{-y}).
\end{equation}
The fraction of electrons in the upper subband is
\begin{equation}
\frac{N_1}{N_{\rm on}}=\frac{D_0Ty}{D_0\Delta}=y\,\frac{T}{\Delta}.
\label{eq:lowT}
\end{equation}
For $D_1=D_0$ the condition becomes $e^y=1+e^{-y}$, or $e^{2y}-e^y-1=0$. Its positive root is $e^y=(1+\sqrt5)/2$, so $y=0.481$. For the fourfold subband, numerical solution gives $y=1.18$.

At 4.2 K the thermal energy is 0.00036 eV, and Eq.~\eqref{eq:lowT} gives upper fractions of 0.9\% and 2.1\% for the twofold and fourfold cases. The full formula gives the same rounded values. At 77 K it gives 15\% and 36\%, where the low-temperature law would give 16\% and 39\%.

At 300 K the thermal energy, 0.026 eV, exceeds the gap. The upper fractions are then 34\% and 68\%, so the zero-temperature onset no longer marks the density at which the subband becomes populated. Each of these fractions counts a single upper subband. In a real layer both candidates and still higher levels are occupied at this temperature, which leaves a smaller share for the lowest subband.

\section{A silicon inversion layer}

\subsection{The gap depends on the density}

In a device the onset condition is an equation to be solved,
\begin{equation}
N=D_0\,\Delta(N),
\label{eq:selfconsistent}
\end{equation}
with $\Delta(N)$ supplied by the electrostatics of the layer. A Hartree calculation shows the size of this effect. It finds the electron states in the mean potential made by the electrons themselves and by the depletion charge. The oxide is treated as a hard wall, all electrons are in the lowest subband, and the depletion density has the rough value $10^{11}\ \text{cm}^{-2}$.

At $N=3.17\times10^{12}\ \text{cm}^{-2}$ the electrons lie on average 2.1 nm from the wall. The gap is 0.0207 eV to the next twofold level and 0.0218 eV to the fourfold level. The stated gap of 0.020 eV is therefore close to the Hartree value for this density and this depletion charge. The agreement depends on that charge: halving it gives a twofold gap of 0.018 eV, and doubling it gives 0.025 eV. In this calculation, however, the second subband is still empty there, because both gaps exceed the Fermi energy of 0.020 eV.

Solving Eq.~\eqref{eq:selfconsistent} moves the onset to $3.4\times10^{12}\ \text{cm}^{-2}$, where the smaller gap is 0.0212 eV. The shift is 6\% of $N_{\rm on}$, but it is small only because the stated gap happens to suit this depletion density. The same model puts the onset at $2.5\times10^{12}\ \text{cm}^{-2}$ for half the depletion density and at $4.6\times10^{12}\ \text{cm}^{-2}$ for twice it. The two candidate levels differ by only about 0.001 eV, so a calculation with these omissions does not settle which one fills first in a real layer.

\subsection{Exchange between electrons}

The Hartree model leaves out exchange and correlation, image forces and penetration into the oxide. The scale of exchange can be found for an ideally thin, unscreened layer. An electron exchanges with others of its own spin and valley. At the interface the interaction is reduced by the mean permittivity $\kappa=(11.7+3.9)/2=7.8$, so its two-dimensional transform is $2\pi/(\kappa q)$. The exchange energy at wave vector $\mathbf k$ is
\begin{equation}
\Sigma(\mathbf k)=-\int_{q<k_F}\frac{d^2q}{(2\pi)^2}\,
\frac{2\pi}{\kappa|\mathbf k-\mathbf q|}.
\end{equation}
In polar coordinates centred on $\mathbf k$, the area element cancels the denominator. What remains is the distance to the edge of the disc, integrated over angle. From the centre this gives $2\pi k_F$. From the edge it gives $\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=4k_F$. Hence
\begin{equation}
\Sigma(0)=-\frac{k_F}{\kappa},\qquad
\Sigma(k_F)=-\frac{2k_F}{\pi\kappa}.
\end{equation}
At onset these are $-0.058$ eV and $-0.037$ eV. Their difference, 0.021 eV, is as large as the gap. Screening and the thickness of the layer reduce these energies, so they are not corrections to be added to the result. Their bare size is a reason to include exchange and correlation when the levels of a real layer are calculated, but it does not give the size of the resulting shift. A rough guide comes from adding a local-density exchange potential, without correlation, to the Hartree model above. The gap at $N_{\rm on}$ then rises to about 0.03 eV and the self-consistent onset to roughly twice $N_{\rm on}$, so the Hartree onset should not be read as a prediction for a real layer. As long as spins and valleys stay equally filled, the density still fixes $k_F$ through Eq.~\eqref{eq:disc}. Equation~\eqref{eq:onset} then keeps its form if $\Delta$ is the gap between the subband bottoms with interactions included, and $m$ is defined by setting $k_F^2/(2m)$ equal to the energy from the lower bottom to the Fermi level, both at the onset density. This $m$ need not equal the mass found from the slope of the band at $k_F$.

\subsection{Comparison with a real device}

Inversion layers in silicon transistors commonly work at densities of roughly $10^{12}$ to $10^{13}\ \text{cm}^{-2}$, so the calculated onset lies in the normal range. The field in the oxide at $N_{\rm on}$ is 1.5 MV/cm, well below the roughly 10 MV/cm at which good thermal oxide breaks down. For a 10 nm oxide with a 3.1 eV barrier and a rough tunnelling mass of 0.42 electron masses, the estimated tunnelling factor is about $10^{-44}$ for an electron at the edge of the silicon conduction band. Masses from 0.3 to 0.5 give $10^{-37}$ to $10^{-48}$. The confinement energy raises it roughly tenfold, and leakage is still negligible in this example. That conclusion does not carry over to the much thinner oxides of scaled transistors. At low temperature, the assumption of sharp levels is broken by scattering. A rough mobility of 5000 cm2/Vs corresponds to a level width of 0.0012 eV, which spreads the onset over about $1.9\times10^{11}\ \text{cm}^{-2}$, or 6\% of $N_{\rm on}$. The width may be larger, since mobility gives little weight to small-angle scattering. At room temperature the thermal population found above is the larger departure.

The band is also not perfectly parabolic. Suppose that $E(1+\alpha E)=k^2/(2m)$, with $E$ still measured from the bottom of the subband. Then $k_F^2$ at $E=\Delta$, and with it the density, is multiplied by $1+\alpha\Delta$. A rough $\alpha=0.5\ \text{eV}^{-1}$ raises the onset by 1\% in this simplified form. In the bulk relation the kinetic energy of the normal motion also counts towards $E$, so the correction in a confined layer is larger. With the mean normal kinetic energy of the Hartree layer, about 0.02 eV, it is roughly 3\%.

For the stated gap the onset is thus $3.2\times10^{12}\ \text{cm}^{-2}$. Predicting it for a particular device requires the gap at that density, for that device's depletion charge and with exchange and correlation included. The numerical output lists the inputs and the main computed values.

\section*{Computed results}
\begin{verbatim}
In-plane mass of lower subband: 0.19 electron masses
Heavy silicon mass: 0.916 electron masses
Spin and valley degeneracies: 2, 2
Gap at onset: 0.020 eV
Gap in atomic units: 7.34986e-04 hartree
Density of states, atomic units: 0.12096 per hartree bohr^2
Onset density, atomic units: 8.8902e-05 bohr^-2
Density of states: 1.5874e+14 cm^-2 eV^-1
Fermi wave number at onset: 0.3158 nm^-1
ONSET DENSITY: 3.1748e+12 cm^-2
Onset density converted: 3.1748e-04 angstrom^-2
Value if valleys are forgotten: 1.5874e+12 cm^-2
Box side in state count: 3000 nm
Onset from state count: 3.1744e+12 cm^-2
Added share to fourfold subband, rule: 0.8145
Added share to fourfold subband, count: 0.8143
Thermal energy at 4.2 K: 0.00036 eV
  upper share, twofold: 0.0087
  upper share, fourfold: 0.0213
Thermal energy at 77.0 K: 0.00664 eV
  upper share, twofold: 0.1523
  upper share, fourfold: 0.3645
Thermal energy at 300.0 K: 0.02585 eV
  upper share, twofold: 0.3441
  upper share, fourfold: 0.6835
Rough depletion density: 1.0e+11 cm^-2
Relative permittivities Si, oxide: 11.7, 3.9
Hartree mean depth at N_on: 2.06 nm
Hartree gap to next twofold level: 0.0207 eV
Hartree gap to fourfold level: 0.0218 eV
Hartree self-consistent onset: 3.365e+12 cm^-2
  twofold gap there: 0.0212 eV
  fourfold gap there: 0.0224 eV
Bare exchange at subband bottom: -0.0583 eV
Bare exchange at Fermi edge: -0.0371 eV
Rough nonparabolicity: 0.5 eV^-1
Nonparabolic change of N_on: 1.00 %
Rough mobility: 5000 cm2/Vs
Collision broadening hbar/tau: 0.00122 eV
Density width D0*hbar/tau: 1.93e+11 cm^-2
Oxide field at N_on: 1.519 MV/cm
Rough oxide thickness: 10 nm
Rough oxide barrier: 3.1 eV
Rough oxide tunnelling mass: 0.42 electron masses
Tunnelling factor, log10: -43.9
\end{verbatim}
